# Volume Dependence of Phonon Resistivity: Converting Model Sodium to Constant Volume

## The problem

A model of bcc sodium at zero pressure expands from \(V_0=38.00\) Å\(^3\) per atom at 0 K to \(V=41.305\) Å\(^3\) at 300 K. At 300 K its phonon resistivity is \(\rho_P=946.4\) Ω Å. Midway between these volumes in \(\ln V\) its average Grüneisen parameter, \(\gamma=-\langle\partial\ln\omega/\partial\ln V\rangle\), is 1.588, where \(\omega\) is a phonon frequency.

(a) Find \(g=(\partial\ln\rho/\partial\ln V)_T\) at high temperature. When is it about \(2\gamma\)?

(b) What would the resistivity at 300 K be if the crystal were held at \(V_0\)?

## A tempting solution

Electrons scatter from displaced ions, so take \(\rho\propto\langle u^2\rangle\), where \(u\) is an ion's displacement. Classical equipartition gives \(\langle u^2\rangle\propto T/(M\omega^2)\), with \(M\) the ion mass. If \(\omega\propto V^{-\gamma}\), then \(\rho\propto TV^{2\gamma}\) and \(g=2\gamma=3.177\). Since \(\ln(41.305/38.00)=0.0834\),

\[
\rho_V=946.4\,e^{-3.177\times0.0834}\approx726\ \Omega\,\text{Å}.
\]

Calculating the resistivity of the same model directly at \(V_0\) gives 578 Ω Å. The tempting answer is 26% too high relative to that value.

The fault is in the first proportionality. Its prefactor contains the Fermi wavevector and the potential that scatters the electrons, and both change with volume. In addition, the phonons that matter for resistivity need not have the average \(\gamma\).

## The resistivity, with its prefactor

Use atomic units, \(\hbar=m=e=1\), with \(V\) the volume per atom and one conduction electron per atom. Assume free-electron bands, a spherical Fermi surface, weak scattering, harmonic phonons in equilibrium and no impurities. The electron density is \(n=1/V=k_F^3/3\pi^2\).

Let \(w(q)\) be the Fourier transform of one ion's screened potential. To first order in the displacements, the squared matrix element between \(\mathbf k\) and \(\mathbf k'=\mathbf k+\mathbf q\) is \(N|w|^2S(\mathbf q)/\Omega^2\), where \(N\) is the number of ions, \(\Omega=NV\), and

\[
S(\mathbf q)=\frac1N\Big\langle\Big|\sum_{\mathbf R}\mathbf q\cdot\mathbf u_{\mathbf R}\,e^{-i\mathbf q\cdot\mathbf R}\Big|^2\Big\rangle .
\]

If \(C(\mathbf q)\) is the force-constant matrix, the harmonic energy is \(\tfrac12\sum_{\mathbf q}\mathbf u_{\mathbf q}^*\cdot C\cdot\mathbf u_{\mathbf q}\). Equipartition then gives

\[
S(\mathbf q)=k_BT\,\mathbf q\cdot C^{-1}(\mathbf q)\cdot\mathbf q .
\]

The ion mass has dropped out.

To find \(\rho\), use a Fermi sphere drifting with velocity \(v\) along \(z\), which is the lowest-order variational solution of the Boltzmann equation. Then \(f_{\mathbf k}=f_0+(-f_0')k_zv\), where the prime means an energy derivative. With \(W_{\mathbf k\mathbf k'}\) the elastic golden-rule rate, the momentum lost per unit volume and time is

\[
\frac2\Omega\sum_{\mathbf k\mathbf k'}k_zW_{\mathbf k\mathbf k'}(f_{\mathbf k}-f_{\mathbf k'})
=\frac v\Omega\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}q_z^2(-f_0').
\]

The factor 2 is for spin; averaging the sum with its copy under \(\mathbf k\leftrightarrow\mathbf k'\) supplies the compensating \(\tfrac12\). Cubic symmetry replaces \(q_z^2\) by \(q^2/3\). Each wavevector sum gives a density of states \(\Omega k_F/2\pi^2\) per spin, so the loss rate is

\[
\frac{v}{3\Omega}\left(\frac{\Omega k_F}{2\pi^2}\right)^2\frac{2\pi N}{\Omega^2}\langle q^2|w|^2S\rangle
=\frac{vnk_F^2}{6\pi^3}\langle q^2|w|^2S\rangle ,
\]

where the average runs over pairs of Fermi-surface points. In a steady state this equals the field's force density \(nE\). The current density has magnitude \(nv\), so

\[
\rho=\frac{E}{nv}=\frac{k_F^2}{6\pi^3n}\langle q^2|w|^2S\rangle=\frac1{2\pi k_F}\langle q^2|w|^2S\rangle .
\]

For an angle \(\theta\) between the two points, \(q^2=2k_F^2(1-\cos\theta)\). The pair weight \(\tfrac12|d\cos\theta|\) is therefore \(q\,dq/2k_F^2\), and

\[
\rho=\frac1{4\pi k_F^3}\int_0^{2k_F}q^3|w(q)|^2\bar S(q)\,dq ,
\]

with \(\bar S\) the average over directions of \(\mathbf q\). Umklapp processes are included because \(C(\mathbf q)\) has the period of the reciprocal lattice.

At finite phonon energy, let \(n_s\) be the Bose occupation of mode \(s\). Absorption and emission have squared amplitudes \(n_s/2M\omega_s\) and \((n_s+1)/2M\omega_s\). Integrating \(f_0(1-f_0)\) at the initial and final energies makes each process contribute \(\omega_sn_s(n_s+1)\) after its occupation factor is included. The drift supplies a factor \(1/k_BT\): since \(-f_0'=f_0(1-f_0)/k_BT\), linearizing the net rate from \(\mathbf k'\) to \(\mathbf k\) about equilibrium, where forward and backward rates balance, leaves the equilibrium rate times \(vq_z/k_BT\). The two processes together give \(2\omega_sn_s(n_s+1)/(2M\omega_sk_BT)\), and \(n_s(n_s+1)=1/[4\sinh^2(\omega_s/2k_BT)]\). Hence, with polarization vectors \(\mathbf e_s\),

\[
S=\sum_s\frac{(\mathbf q\cdot\mathbf e_s)^2}{4Mk_BT\sinh^2(\omega_s/2k_BT)} .
\]

For small \(\omega_s/k_BT\) this returns the classical expression.

## Separating lattice and electrons

Put \(q=yk_F\) and \(\bar S=y^2k_F^2P(y)\). Collecting powers of \(k_F\),

\[
\rho=\frac{k_F^3}{4\pi}\int_0^2y^5|w(yk_F)|^2P(y)\,dy .
\]

Both \(k_F\) and the reciprocal lattice vectors scale as \(V^{-1/3}\). Fixed \(y\) and direction therefore mean a fixed place in the Brillouin zone, and at fixed \(T\) the volume enters \(P\) through the phonons alone. Define \(2\gamma_{tr}\) as the logarithmic volume derivative of \(\rho\) when only \(P\) changes, and \(\kappa\) as the derivative when only \(k_F\) and \(w\) change. The chain rule gives

\[
g=2\gamma_{tr}+\kappa .
\]

If every element of \(C\) scales as \(V^{-2\gamma}\), then classically \(P\propto V^{2\gamma}\) and \(\gamma_{tr}=\gamma\). This is the sound part of the tempting argument. The rule \(g\approx2\gamma\) holds when \(\gamma_{tr}\approx\gamma\) and \(\kappa\) is small, or when their departures happen to cancel.

## The electronic part

Model the ion by an empty core of radius \(r_c\). Its bare potential is \(v(q)=-4\pi\cos(qr_c)/q^2\). The free-electron response is

\[
\Pi=\frac{k_F}{\pi^2}L(y/2),\qquad
L(z)=\frac12+\frac{1-z^2}{4z}\ln\left|\frac{1+z}{1-z}\right| .
\]

Let \(K=4\pi/q^2+f\), where \(f=d^2(n\varepsilon_{xc})/dn^2\) is the local-density exchange-correlation kernel. An induced density \(\delta n\) costs energy \(\tfrac12(1/\Pi+K)\delta n^2+v\,\delta n\). Minimization gives \(\delta n=-\Pi v/(1+K\Pi)\), so

\[
w=v+K\delta n=\frac v{1+K\Pi}=-\frac{4\pi\cos(qr_c)}{k_F^2D},
\]

\[
D=y^2+L\left[\frac4{\pi k_F}+\frac{y^2k_Ff}{\pi^2}\right].
\]

Differentiate at fixed \(y\), using \(d\ln k_F/d\ln V=-1/3\). The factor \(k_F^{-2}\) gives \(2/3\), and the cosine gives \((qr_c/3)\tan(qr_c)\):

\[
\frac{d\ln|w|}{d\ln V}=\frac23+\frac{qr_c}{3}\tan(qr_c)-\frac{D'}D .
\]

With \(f'=df/d\ln V\),

\[
D'=\frac L3\left[\frac4{\pi k_F}-\frac{y^2k_Ff}{\pi^2}+\frac{3y^2k_Ff'}{\pi^2}\right].
\]

The prefactor \(k_F^3\) in \(\rho\) contributes \(-1\), and \(|w|^2\) contributes twice the derivative above. Averaging with the resistivity integrand as weight,

\[
\kappa=-\frac13+\frac23\langle qr_c\tan(qr_c)\rangle
+2\left\langle\frac13-\frac{D'}D\right\rangle .
\]

The split has a simple limit. As \(y\to0\), \(D\to4/\pi k_F\) and \(D'/D\to1/3\), so \(w\to-\pi^2/k_F\) whatever the core radius. If \(w(q)/w(0)\) were a fixed function of \(y\), only the first term would remain and \(g\) would be \(2\gamma_{tr}-1/3\). The simple rule would then be fairly good for \(\gamma_{tr}\approx\gamma\).

A core of fixed size breaks this scaling. On expansion \(k_Fr_c\) falls, so \(|\cos(qr_c)|\) grows wherever \(qr_c<\pi/2\) and shrinks just beyond that node. In the example below \(2k_Fr_c\approx1.62\) at \(V_0\), barely past \(\pi/2\), so the growth covers most of the range of \(q\) and scattering strengthens; for a larger \(k_Fr_c\) this fails quickly: with the phonons of the example held fixed, \(\kappa\) drops from 2.24 at \(r_c=0.88\) Å to about 0.3 at 0.95 Å and about \(-1.6\) at 1.00 Å. The tangent diverges where the cosine vanishes, but its product with \(|w|^2\) stays finite.

## The sodium model

The example takes \(r_c=0.88\) Å and \(M=23\) u. The pair interaction, including the electron response, is \(\Phi(q)=4\pi/q^2-\Pi v^2/(1+K\Pi)\). Expanding the pair energy in displacements gives a lattice sum of second derivatives times \(1-e^{-i\mathbf q\cdot\mathbf R}\). Poisson summation turns it into

\[
C_{\alpha\beta}(\mathbf q)=\frac1V\Big[\sum_{\mathbf G}(\mathbf q+\mathbf G)_\alpha(\mathbf q+\mathbf G)_\beta\Phi(|\mathbf q+\mathbf G|)
-\sum_{\mathbf G\ne0}G_\alpha G_\beta\Phi(G)\Big].
\]

With \(r_s=(3V/4\pi)^{1/3}\), the static energy per atom is

\[
E=\frac{3k_F^2}{10}+\varepsilon_{xc}-\frac{0.8959}{r_s}+\frac bV
-\frac1{2V}\sum_{\mathbf G\ne0}\frac{\Pi v^2}{1+K\Pi}.
\]

Here \(\varepsilon_{xc}\) is local exchange plus Wigner correlation, \(-0.44/(r_s+7.8)\). The empty core alone would give \(b=2\pi r_c^2\), or 70.1 eV Å\(^3\). Instead \(b=87.0\) eV Å\(^3\) is fitted to place the 0 K volume at 38 Å\(^3\), a rough value for sodium. This term does not enter \(C\) or \(w\) at a given volume.

At the midpoint in \(\ln V\), \(\sqrt{V_0V}=39.62\) Å\(^3\), the electronic part is

\[
\kappa=-0.333+2.147+0.425\approx2.24 .
\]

The core supplies most of it. A finite change of the electronic volume, with the phonons held fixed, gives the same \(\kappa\). The scattering-weighted parameter is \(\gamma_{tr}=1.834\), compared with \(\gamma=1.588\), so

\[
g=3.669+2.238\approx5.91 .
\]

Of the excess over \(2\gamma=3.18\), about 0.49 comes from the lattice part and 2.24 from the electrons. The 0.49 combines the scattering weight of the modes, the change of their polarizations and the quantum correction at 300 K. The last accounts for about 0.05; the other two are not separated here. For this model, "about twice the Grüneisen parameter" is not an adequate statement of the total derivative.

## Conversion to constant volume

At fixed \(T\), integrate \(d\ln\rho=g\,d\ln V\) from \(V_0\) to \(V(T)\). Taking \(g\) at the midpoint cancels the error from its linear variation, so

\[
\rho_V(T)\approx\rho_P(T)\left[\frac{V_0}{V(T)}\right]^g .
\]

At 300 K,

\[
\rho_V=946.4\,e^{-5.906\times0.0834}\approx578\ \Omega\,\text{Å}.
\]

This agrees with the direct calculation at \(V_0\). In customary units, the conversion takes 9.46 μΩ cm to 5.78 μΩ cm.

Where \(g\) is evaluated matters for so large an expansion. It has risen to 6.31 at the 300 K volume; using that value throughout would give about 559 Ω Å, some 3% below the direct result. With the 300 K midpoint value used at every temperature, the converted resistivities from 100 to 300 K stay within about 0.5% of direct calculation.

## What expansion does to the temperature slope

Let \(x=\ln V\), let \(F\) be the free energy per atom, and let subscripts denote derivatives. Zero pressure means \(F_x=0\). Differentiating along this condition gives the expansion coefficient \(\beta=dx/dT=-F_{xT}/F_{xx}\). At zero pressure \(F_{xx}=BV\), where \(B\) is the bulk modulus. The classical vibrational free energy \(k_BT\sum_s\ln(\omega_s/k_BT)\), averaged over the zone, gives \(F_{xT}=-3k_B\gamma\). Writing the heat capacity per atom as \(C_V\approx3k_B\),

\[
\beta\approx\frac{\gamma C_V}{BV}.
\]

At 300 K, \(\gamma=1.720\), \(C_V=0.990\times3k_B\) and \(BV=0.02389\times41.305=0.987\) eV. With \(k_BT=0.02585\) eV, this gives \(\beta\approx4.46\times10^{-4}\) K\(^{-1}\), in agreement with minimizing the free energy.

Now differentiate \(\rho(T,V(T))\):

\[
\left(\frac{\partial\ln\rho}{\partial\ln T}\right)_P
=\left(\frac{\partial\ln\rho}{\partial\ln T}\right)_V+g\beta T .
\]

At the 300 K volume, where \(g=6.31\) and \(\beta T=0.134\), this reads \(1.023+0.844=1.867\). Expansion makes the constant-pressure curve much steeper than linear.

The constant-volume slope is slightly above one because the phonons are not fully classical. With \(z=\omega/k_BT\), the factor \(1/[T\sinh^2(z/2)]\) has logarithmic slope \(-1+z\coth(z/2)\approx1+z^2/6\). The same factor lies below its classical value by a fraction of about \(z^2/12\); for the full resistivity at \(V_0\) and 300 K, the reduction is 1.6%. The slope 1.023 refers to the expanded volume, so the two numbers do not involve the same phonon frequencies.

## How far this describes sodium

The model expands too much. Its \(\beta\) is about twice the measured size, roughly \(2\times10^{-4}\) K\(^{-1}\), and its bulk modulus of 3.8 GPa is below the measured rough value of 6 GPa. At the measured room-temperature volume, about 39.5 Å\(^3\), it gives 7.2 μΩ cm at 300 K, against roughly 4.9 μΩ cm measured. Because the node of \(w\) lies close to \(2k_F\), the results are sensitive to the core radius: at the same volumes, \(r_c=0.86\) and 0.90 Å give \(\rho(V_0)\approx777\) and 448 Ω Å and a midpoint \(g\approx6.4\) and 5.3. The value \(g\approx5.9\) belongs to this choice of \(r_c\). The 39% reduction found at 300 K is therefore a result for this model, not a correction to apply to laboratory data.

For a real sample, use measured volumes and obtain \(g\) from the pressure dependence. Since \(d\ln V=-dP/B\) at fixed temperature,

\[
g=-B\left(\frac{\partial\ln\rho}{\partial P}\right)_T .
\]

Both \(B\) and the slope should be taken at the pressure that brings the sample to the midpoint volume. The slope at zero pressure gives \(g\) at the expanded volume instead, which is adequate only when \(g\) changes little over the expansion. Any impurity resistivity should be treated separately, because it need not have the same volume derivative. The calculation also leaves out higher orders in the ion potential, explicit anharmonicity at fixed volume, multiphonon scattering, vacancies and the thermal free energy of the electrons, which would raise \(\beta\) by about 1%. At low temperature the classical lattice exponent fails as well: a mode then contributes \(\gamma z\coth(z/2)\) in place of \(2\gamma\).

The zone averages use a \(6^3\) phonon mesh, and their last digits are not converged. A \(16^3\) mesh with a converged band-energy sum moves the midpoint \(2\gamma\) from 3.177 to 3.179, \(\gamma\) at the 300 K volume from 1.720 to 1.723, that volume from 41.305 to 41.308 Å\(^3\), \(\beta\) from 4.46 to \(4.47\times10^{-4}\) K\(^{-1}\), \(\rho_P\) from 946.4 to 946.8 Ω Å and the constant-pressure slope from 1.867 to 1.869. The midpoint \(g=5.91\) and \(\rho_V=578\) Ω Å do not change.

The values at the other temperatures are in the numerical output below.

## Table of computed values

```
core radius: 0.88 angstrom
ion mass: 23.0 u
0 K volume per atom: 38.00 angstrom^3
Fermi wavevector at 0 K: 0.9202 1/angstrom
Madelung coefficient: -0.895929 (dimensionless)
fitted 1/V coefficient: 86.974 eV angstrom^3
empty-core 1/V coefficient: 70.064 eV angstrom^3
largest sampled phonon energy: 0.01361 eV
thermal energy at 300 K: 0.02585 eV
rho/classical rho at 300 K, V0: 0.9841
midpoint volume: 39.618 angstrom^3
midpoint ordinary gamma: 1.5884
midpoint 2 gamma: 3.1769
midpoint transport gamma: 1.8344
midpoint lattice part 2 gamma_tr: 3.6688
kappa long-wave part: -0.3333
kappa core part: 2.1466
kappa screening part: 0.4245
total electronic kappa: 2.2377
kappa from finite volume change: 2.2376
total g at midpoint: 5.9063
gamma at 300 K volume: 1.7202
C_V/(3 k_B) at 300 K: 0.9903
bulk modulus at 300 K: 0.02389 eV/angstrom^3
bulk modulus converted: 3.828 GPa
beta from gamma C_V/(BV): 4.4625e-04 1/K
beta from volume minimization: 4.4624e-04 1/K
g at 300 K volume: 6.3061
d ln rho/d ln T at constant V: 1.0231
d ln rho/d ln T at constant P: 1.8673
g beta T at 300 K: 0.8442
Resistivities in ohm angstrom; V in angstrom^3
T(K)   V      rho_P   rho_V   via_g   via_2gamma
100  38.583   186.32   169.99   170.30   177.52
150  39.125   326.62   275.63   274.91   297.70
200  39.749   490.40   377.87   375.97   425.09
250  40.464   690.35   478.51   476.31   565.42
300  41.305   946.39   578.29   578.29   726.11
300 K volume increase from 0 K: 8.698 percent
300 K rho_P converted: 9.4639 micro-ohm cm
300 K rho_V converted: 5.7829 micro-ohm cm
300 K error using g: -0.001 percent
300 K error using 2 gamma: 25.561 percent
surface-pair rho / integral rho: 0.9988
```
